# The infrared fixed point of QED slightly below four dimensions

**Q.** Below four dimensions the electric charge has units. What could it mean for such a quantity to stop running?

**A.** The quantity that can stop running is a dimensionless ratio. Take $N$ massless four-component Dirac fermions in $d=4-2\epsilon$ Euclidean dimensions, with $\epsilon>0$ small and $N$ fixed, and put the charge into the gauge field:
$$S=\int d^dx\left[\bar\psi(\slashed\partial+i\slashed A)\psi+\frac{1}{4e_0^2}F_{\mu\nu}F_{\mu\nu}\right].$$
I use $\hbar=c=1$ and count dimensions in powers of mass. Since $A$ stands beside a derivative, it has dimension 1 and $F$ has dimension 2. The action is dimensionless, so $e_0^2$ has dimension $4-d=2\epsilon$. The strength felt at momentum $p$ is therefore of order $e_0^2/p^{2\epsilon}$, which grows as $p$ falls. Fermion pairs screen the charge and work against this growth. The question is whether the two effects can balance.

**Q.** Then I need the screening, with its sign and factor.

**A.** Integrating out the fermions adds $-N\,\mathrm{Tr}\ln(\slashed\partial+i\slashed A)$ to the action. With $S(k)=1/(i\slashed k)=-i\slashed k/k^2$, the second-order term of $\ln(1+iS\slashed A)$ is $-\tfrac12(iS\slashed A)^2=+\tfrac12(S\slashed A)^2$. The added action is thus $-\tfrac N2\mathrm{Tr}(S\slashed AS\slashed A)$. Writing it as $\tfrac12\int A_\mu(-p)\Pi_{\mu\nu}(p)A_\nu(p)$ gives
$$\Pi_{\mu\nu}=-N\int\!\frac{d^dk}{(2\pi)^d}\,\mathrm{tr}[\gamma_\mu S(k)\gamma_\nu S(k+p)]
=N\int\!\frac{d^dk}{(2\pi)^d}\frac{\mathrm{tr}[\gamma_\mu\slashed k\gamma_\nu(\slashed k+\slashed p)]}{k^2(k+p)^2},$$
because $(-i)^2=-1$. Gauge invariance requires $\Pi_{\mu\nu}=(p^2\delta_{\mu\nu}-p_\mu p_\nu)\Pi$, whose trace is $(d-1)p^2\Pi$. In the integrand, $\gamma_\mu\slashed k\gamma_\mu=(2-d)\slashed k$ and $\mathrm{tr}\,1=4$, leaving $4(2-d)\,k\cdot(k+p)$. Now
$$k\cdot(k+p)=\tfrac12[k^2+(k+p)^2-p^2].$$
Each of the first two terms cancels a denominator and leaves an integral without a scale, which is zero in dimensional regularization. The last gives
$$(d-1)p^2\Pi=2N(d-2)p^2B,\qquad B=\int\!\frac{d^dk}{(2\pi)^d}\frac1{k^2(k+p)^2}.$$
Combining denominators with a Feynman parameter $x$ and shifting $k$,
$$B=\int_0^1\!dx\int\!\frac{d^dl}{(2\pi)^d}\frac{1}{[l^2+x(1-x)p^2]^2}
=\frac{\Gamma(2-\frac d2)}{(4\pi)^{d/2}}\int_0^1\!dx\,[x(1-x)p^2]^{d/2-2}.$$
The $x$ integral is a beta function, so
$$\Pi=\frac{2N(d-2)}{d-1}\,\frac{\Gamma(2-\frac d2)\Gamma(\frac d2-1)^2}{(4\pi)^{d/2}\Gamma(d-2)}\,p^{d-4}.$$
Near four dimensions $\Gamma(2-d/2)=\Gamma(\epsilon)\simeq1/\epsilon$, and the other factors tend to $\tfrac{4N}{3}\cdot\tfrac1{16\pi^2}$. Hence
$$\Pi=\frac{N}{12\pi^2}\left[\frac1\epsilon-\ln p^2+\text{const}+O(\epsilon)\right].$$

**Q.** You discarded two divergent integrals by decree. Why should I believe the coefficient?

**A.** It can be found without that rule. Give the fermions a mass $m$ in exactly four dimensions. The coefficient of $p^2$ at small $p$ then contains $\ln(\Lambda^2/m^2)$ in place of $\ln(\Lambda^2/p^2)$, where $\Lambda$ is a cutoff, and its derivative with respect to $\ln m$ is a convergent integral. Evaluated with explicit gamma matrices, $-d\Pi/d\ln m$ is $0.01688686$ per flavour, which agrees with $2/(12\pi^2)=1/(6\pi^2)$. The full $d$-dimensional $\Pi$ was also tested against the product of two position-space fermion propagators, at four values of $d$ between 2.6 and 3.8.

**Q.** How does this become a running coupling?

**A.** The transverse quadratic action is $(1/e_0^2+\Pi)p^2$. To cancel the pole, define a dimensionless $e$ at scale $\mu$ by
$$\frac1{e_0^2}=\mu^{-2\epsilon}\left[\frac1{e^2}-\frac{N}{12\pi^2\epsilon}\right].$$
The bare charge does not know about $\mu$. Differentiating with respect to $\ln\mu$ and dividing by $\mu^{-2\epsilon}$,
$$0=-2\epsilon\left[\frac1{e^2}-\frac N{12\pi^2\epsilon}\right]+\frac{d(1/e^2)}{d\ln\mu}
\;\Rightarrow\;\frac{d(1/e^2)}{d\ln\mu}=\frac{2\epsilon}{e^2}-\frac N{6\pi^2}.$$
Multiplying by $-e^4$ gives $de^2/d\ln\mu=-2\epsilon e^2+Ne^4/(6\pi^2)$. With $\alpha=e^2/(4\pi)$,
$$\beta(\alpha)\equiv\frac{d\alpha}{d\ln\mu}=-2\epsilon\alpha+\frac{2N}{3\pi}\alpha^2+O(\alpha^3).$$
Besides $\alpha=0$ there is a zero where $2N\alpha/(3\pi)=2\epsilon$:
$$\alpha_*=\frac{3\pi\epsilon}{N}+O(\epsilon^2).$$

**Q.** You balanced the first two terms of a series. The neglected terms might move the zero or remove it.

**A.** They move it by a small amount. Set $\alpha=\epsilon a$ and divide $\beta$ by $\epsilon\alpha$. The condition becomes $-2+2Na/(3\pi)+O(\epsilon)=0$ at fixed $N$. Its solution at $\epsilon=0$ is $a=3\pi/N$, where the left side has nonzero slope in $a$, so order by order in $\epsilon$ the root continues smoothly. This does not establish a fixed point at $\epsilon=\tfrac12$, that is, in three dimensions. For $\epsilon<0$ the root has negative $\alpha$, hence an imaginary charge, and for $\epsilon\to0$ it merges with the free theory.

**Q.** Does the theory go there at long distance, or does it run away?

**A.** To first order in $\epsilon$, the slope at the zero is $\beta'(\alpha_*)=-2\epsilon+4N\alpha_*/(3\pi)=-2\epsilon+4\epsilon=2\epsilon$. It is positive, so a small deviation shrinks as $\mu$ falls, like $\mu^{2\epsilon}$ with the exponent given to first order. The one-loop flow can be solved outright. With $u=1/\alpha$ and $t=\ln(\mu/\mu_0)$,
$$\frac{du}{dt}=-\frac{\beta}{\alpha^2}=2\epsilon u-\frac{2N}{3\pi}=2\epsilon\left(u-\frac1{\alpha_*}\right),$$
so $u-1/\alpha_*$ is proportional to $e^{2\epsilon t}$. If $\alpha=\alpha_0$ at $\mu_0$,
$$\alpha(\mu)=\frac{\alpha_*}{1+(\alpha_*/\alpha_0-1)(\mu/\mu_0)^{2\epsilon}}.$$
Take the round values $N=4$, $\epsilon=0.1$, $\alpha_0=0.02$. Then $\alpha_*=3\pi(0.1)/4=0.2356$ and $\alpha_*/\alpha_0-1=10.78$. Five decades below $\mu_0$ the power is $10^{-5\times0.2}=0.1$, giving $\alpha=0.2356/2.078=0.1134$, about half the final value. After ten decades $\alpha=0.2127$, and after twenty it is $0.2354$. The approach is slow because the exponent $2\epsilon$ is small. Numerical integration of the flow was tested against this formula.

**Q.** Since you know $\alpha_*$ to first order, you can surely know the dimension of the field strength to first order at best.

**A.** That would be so if the dimension depended on the value of $\alpha_*$. It does not, and gauge invariance is the reason. With a regulator that respects it, the counterterms are gauge invariant. The fermion term can be rescaled as a whole, $Z_2\bar\psi(\slashed\partial+i\slashed A)\psi$, but $\slashed A$ cannot acquire a factor different from that of $\slashed\partial$. The remaining divergence is absorbed in $1/e_0^2$. So $A$ in this normalization needs no renormalization factor, apart from gauge-dependent longitudinal pieces that drop out of $F$.

The correlator of two $F$'s is therefore finite as it stands once written in terms of $\alpha$ and $\mu$. By units, and suppressing indices,
$$\langle F(x)F(0)\rangle=\frac{f(\mu|x|,\alpha)}{|x|^4}.$$
It is a bare correlator, so it does not change when $\mu$ and $\alpha$ are changed together at fixed $e_0$:
$$\left(\mu\frac{\partial}{\partial\mu}+\beta(\alpha)\frac{\partial}{\partial\alpha}\right)f=0.$$
At a zero of the full $\beta$ the second term vanishes, so $f$ does not depend on $\mu|x|$. The correlator is a pure $|x|^{-4}$, and an operator of dimension $\Delta$ has correlator $|x|^{-2\Delta}$. Hence
$$\Delta_F=2$$
exactly, to all orders in $\epsilon$. No coefficient of $\beta$ was used.

**Q.** The same argument would apply at $\alpha=0$, where a free photon has field strength of dimension $d/2$. That is a contradiction.

**A.** At $\alpha=0$ the argument is empty, because there $f=0$: this $F$ contains the charge, and its correlator starts at order $e^2$. To compare the two points, use the canonical field $A^c_0=A/e_0$ and its renormalized version, $A^c_0=Z_3^{1/2}A^c$. Since $A$ is not renormalized, $e_0^2=\mu^{2\epsilon}e^2/Z_3$. Define $\gamma_A=\tfrac12\,d\ln Z_3/d\ln\mu$. Taking the logarithmic derivative at fixed $e_0$,
$$0=2\epsilon+\frac{\beta}{\alpha}-2\gamma_A\quad\Rightarrow\quad\beta=2\alpha(\gamma_A-\epsilon).$$
This holds to all orders. The canonical field strength has dimension $d/2+\gamma_A$. At $\alpha=0$ we have $\gamma_A=0$ and the dimension is $d/2=2-\epsilon$. At a zero with $\alpha\neq0$ the bracket must vanish, so $\gamma_A=\epsilon$ and the dimension is $2-\epsilon+\epsilon=2$. In the example this reads $1.9+0.1=2.0$.

**Q.** That is bookkeeping with renormalization factors. Show me a photon correlator that changes its power.

**A.** Take $d=3$ and $N\to\infty$ with $M=Ne_0^2/8$ fixed. To leading order in $1/N$ the photon propagator is the sum of the chain of fermion bubbles. The formula for $\Pi$ has $B=1/(8p)$ at $d=3$, so $\Pi=N/(8p)$ and the transverse propagator is
$$D(p)=\frac1{p^2/e_0^2+Np/8}=\frac{e_0^2}{p(p+M)}.$$
Doing the angular part of the Fourier integral,
$$D(x)=\frac{e_0^2}{2\pi^2|x|}\int_0^\infty\!dp\,\frac{\sin(p|x|)}{p+M}.$$
For $M|x|\ll1$ the integral tends to $\pi/2$ and $D\propto1/|x|$. For $M|x|\gg1$ it tends to $1/(M|x|)$ and $D\propto1/|x|^2$. Two $F$'s bring two derivatives, so their correlator goes from $|x|^{-3}$ to $|x|^{-4}$, and the dimension from $3/2$ to 2.

Between the limits one can define a local dimension as minus half the logarithmic slope. I use the dual field $\epsilon_{ijk}\partial_jA_k$ with both components along $x$, whose correlator is $-(2/|x|)\,dD/d|x|$. The local dimension is $1.500$ at $M|x|=10^{-4}$, $1.696$ at $1$, $1.968$ at $10$ and $2.000$ at $10^3$. Here $\epsilon=\tfrac12$ is not small, yet the value 2 is unchanged.

If the fermions had the ordinary mass $m\bar\psi\psi$, $\Pi$ would become constant at momenta far below it. The propagator would return to $1/p^2$ and the dimension to $d/2$. In $d=3$ there is also a parity-odd mass, $m\,\bar\psi\,i\gamma_1\gamma_2\gamma_3\psi$, which instead induces a Chern–Simons term and makes the photon massive. The result needs charged matter that stays massless.

**Q.** Now the fermion bilinears. The current $\bar\psi\gamma_\nu\psi$ is conserved, so its dimension must be $d-1$.

**A.** For the flavour-nonsinglet currents $\bar\psi T^a\gamma_\nu\psi$, with $T^a$ traceless, that is right: $\Delta=d-1=3-2\epsilon$ exactly. Their charges rotate gauge-invariant operators by fixed amounts, so the integral of the current over a $(d-1)$-dimensional surface cannot scale.

The singlet current is different. Varying the action with respect to $A_\nu$ gives $i\bar\psi\gamma_\nu\psi-\partial_\mu F_{\mu\nu}/e_0^2=0$, or
$$\bar\psi\gamma_\nu\psi=-\frac{i}{e_0^2}\,\partial_\mu F_{\mu\nu}.$$
On a flow with finite $e_0^2$ this prefactor is a fixed number, so at long distance the current scales as a derivative of $F$, with dimension $2+1=3$. The usual argument has nothing to hold on to, because gauge-invariant local operators carry no electric charge.

The large-$N$ example shows this too. The bubble chain replaces $\Pi$ in the current correlator by $\Pi/(1+e_0^2\Pi)=(N/8)/(p+M)$. At large $p$ this is $\propto1/p$, which transforms to $|x|^{-2}$; with two derivatives the correlator is $|x|^{-4}$ and the dimension is 2. At small $p$ the constant term gives a contact term, and the first nonanalytic term is $\propto p$, which transforms to $|x|^{-4}$. The correlator is then $|x|^{-6}$ and the dimension is 3. With both components again along $x$, the computed local dimension runs from $2.000$ through $2.283$ at $M|x|=1$ to $3.000$. The intermediate value depends on that choice of components; the two limits do not.

**Q.** And operators that no conservation law protects, such as $\bar\psi\psi$?

**A.** Treat all nonsinglet bilinears $\bar\psi T^a\Gamma_n\psi$ together, where $\Gamma_n$ is an antisymmetrized product of $n$ gamma matrices, $n=0,\dots,4$. Add a source term $J\bar\psi\Gamma_n\psi$ to the action, leaving $T^a$ understood. Because $\alpha_*$ is already of order $\epsilon$, the loop coefficients may be taken at $d=4$. The photon propagator in gauge $\xi$ is
$$e^2\left[\frac{\delta_{\mu\nu}}{q^2}-(1-\xi)\frac{q_\mu q_\nu}{q^4}\right]\equiv e^2D_{\mu\nu}(q).$$
Exchange of one photon adds to the quadratic fermion action
$$\Sigma(p)=e^2\int\!\frac{d^4q}{(2\pi)^4}\,\gamma_\mu S(p-q)\gamma_\nu D_{\mu\nu}(q).$$
The sign is positive: the second-order term is $-\tfrac12\langle S_{\rm int}^2\rangle$, the two vertices contribute $i^2=-1$, and two equal contractions cancel the $\tfrac12$.

With the source present, $S\to S-JS\Gamma_nS+\dots$. At zero external momentum $-S\Gamma_nS=\slashed q\Gamma_n\slashed q/q^4$, so the vertex correction is
$$\delta\Gamma_n=e^2\int\!\frac{d^4q}{(2\pi)^4}\left[\frac{\gamma_\mu\slashed q\Gamma_n\slashed q\gamma_\mu}{q^6}-(1-\xi)\frac{\slashed q\slashed q\Gamma_n\slashed q\slashed q}{q^8}\right].$$
In the second term $\slashed q\slashed q=q^2$. In the first, averaging over directions replaces $q_\rho q_\sigma$ by $q^2\delta_{\rho\sigma}/4$. Next, $\gamma_\rho$ passes through $\Gamma_n$ with sign $(-1)^{n-1}$ if $\rho$ is one of its $n$ indices and $(-1)^n$ otherwise, so
$$\gamma_\rho\Gamma_n\gamma_\rho=(-1)^n(4-2n)\Gamma_n.$$
Using this twice and dividing by 4 gives $(n-2)^2$. Therefore
$$\delta\Gamma_n=e^2L\,[(n-2)^2-(1-\xi)]\,\Gamma_n,\qquad L=\int\!\frac{d^4q}{(2\pi)^4q^4}=\frac{1}{8\pi^2}\ln\frac\Lambda\kappa,$$
where $\kappa$ is the external momentum scale that cuts off the logarithm.

**Q.** This depends on the gauge, so it cannot be a scaling dimension.

**A.** It is not one yet, because the fermion field must still be normalized. Since $\partial S/\partial p_\mu=-S\,i\gamma_\mu S$, differentiating $\Sigma$ gives the vertex correction for $\Gamma=i\gamma_\mu$. That is the case $n=1$, with coefficient $1-(1-\xi)=\xi$. The kinetic term is thus $i\slashed p(1+\xi e^2L)$. Dividing it out leaves the source multiplied by
$$1+c_n\frac{\alpha}{2\pi}\ln\frac\Lambda\kappa,\qquad c_n=(n-2)^2-1,$$
where $e^2L=4\pi\alpha\ln(\Lambda/\kappa)/(8\pi^2)$ was used. The gauge parameter has cancelled. The vertex and kinetic coefficients were tested separately with explicit matrices for $\xi=0,1,3$.

At the fixed point $\alpha$ is constant and the logarithms build up a power: the source acts as $J(\Lambda/\kappa)^{\gamma_n}$, with $\gamma_n=c_n\alpha_*/(2\pi)$. Compared with $\kappa$, its strength grows as $\kappa^{-(1+\gamma_n)}$, so the source has scaling dimension $1+\gamma_n$. Source and operator dimensions add up to $d$. With $\alpha_*/(2\pi)=3\epsilon/(2N)$,
$$\Delta_n=d-1-\gamma_n=3-2\epsilon-\frac{3\epsilon}{2N}\left[(n-2)^2-1\right]+O(\epsilon^2).$$
The scalar has $3-2\epsilon-9\epsilon/(2N)$ and the tensor $3-2\epsilon+3\epsilon/(2N)$. For $n=1$ the shift vanishes, as conservation demands. At this order it also vanishes for $n=3$, and $n=4$ repeats the scalar.

In the example $3\epsilon/(2N)=0.0375$. The scalar dimension is $2.8-3(0.0375)=2.6875$ and the tensor dimension is $2.8+0.0375=2.8375$, both at first order. A fermion mass is the source of the scalar, so its scaling dimension is $3.8-2.6875=1.1125$ instead of 1: the interaction makes a small mass matter more at long distance.

**Q.** Does the singlet $\bar\psi\psi$ escape, as the singlet current did?

**A.** No. A singlet operator has extra diagrams in which it sits in a closed fermion loop. With $r$ photon vertices there are $r+1$ massless propagators, each with one gamma matrix, hence $2r+1$ gamma matrices in all. The trace of an odd number vanishes, so for $n=0$ singlet and nonsinglet agree to all orders in this expansion.

**Q.** How far from four dimensions may I use the first-order formula?

**A.** There is a check at leading order in $1/N$ for any $d$ between 2 and 4. In the infrared the propagator is $1/(p^2\Pi)$; write $\Pi=Cp^{d-4}$. The vertex integral is again logarithmic, since $1/(q^2\cdot q^2\cdot Cq^{d-4})=1/(Cq^d)$. The gamma algebra gives $(d-2n)^2/d$. The longitudinal and kinetic parts do not depend on $n$ and are fixed by the vanishing of the shift at $n=1$. With $\Omega_d=2\pi^{d/2}/\Gamma(d/2)$,
$$\gamma_n=\frac{\Omega_d}{(2\pi)^dC}\,\frac{(d-2n)^2-(d-2)^2}{d}.$$
Near $d=4$, $C\simeq N/(12\pi^2\epsilon)$ and $\Omega_4/(2\pi)^4=1/(8\pi^2)$, so the prefactor is $3\epsilon/(2N)$ and the last factor tends to $(n-2)^2-1$. The two calculations agree where both apply.

For the scalar, $N$ times the shift of the dimension is $-0.450$ at first order in $\epsilon$ and $-0.409$ at leading $1/N$ when $d=3.8$. The first-order size is 10% too large relative to the $1/N$ value. At $d=3$ the numbers are $-2.25$ and $-1.08$, so first order overshoots by about a factor of two. Judged at leading order in $1/N$, the first-order scalar shift is thus quantitative close to four dimensions and rough at three. Other bilinears can fare worse: for the tensor, $n=2$, the difference $(d-2n)^2-(d-2)^2$ vanishes at $d=3$, so the leading $1/N$ shift is zero, while the first-order formula gives $3\epsilon/(2N)=0.75/N$. The dimension of $F$ has no such error, provided the massless interacting fixed point exists. The numerical output below lists the scalar shifts compared here.

## Values computed for the example and the checks

```
All numbers are dimensionless; dimensions are powers of mass
flavours N = 4, eps = 0.1, d = 3.8
-dPi/dln m per flavour, loop integral = 0.01688686
1/(6 pi^2)                            = 0.01688686
coefficient of alpha^2 in beta = 0.848826
fixed point alpha* = 0.235619
slope of beta at alpha* = 0.200000
alpha at mu/mu0 = 10^-0: 0.020000
alpha at mu/mu0 = 10^-5: 0.113382
alpha at mu/mu0 = 10^-10: 0.212689
alpha at mu/mu0 = 10^-20: 0.235366
alpha at mu/mu0 = 10^-30: 0.235617
free-field dimension of F, d/2 = 1.9000
photon anomalous dimension at alpha* = 0.1000
dimension of F at alpha* = 2.0000
d = 3, large N: local dimensions of F and singlet current
  M|x| = 0.0001: F 1.5000, current 2.0000
  M|x| = 1: F 1.6962, current 2.2832
  M|x| = 10: F 1.9685, current 2.8796
  M|x| = 1000: F 2.0000, current 3.0000
Nonsinglet bilinears: log coefficient, shift, dimension
  scalar: 3.000, -0.11250, 2.68750
  vector: 0.000, 0.00000, 2.80000
  tensor: -1.000, 0.03750, 2.83750
  axial (n=3): 0.000, 0.00000, 2.80000
  n=4: 3.000, -0.11250, 2.68750
Scalar shift times N: first order in eps, leading 1/N
  d = 3.98: -0.04500, -0.04462
  d = 3.8: -0.45000, -0.40868
  d = 3.0: -2.25000, -1.08076
```
